\section*{How large is the flexoelectric effect, and how does it scale?}

\section*{Question}

When a crystal plate is bent, one face is stretched and the other compressed, so the strain varies through the thickness. Such a strain gradient can polarize even a crystal that uniform strain leaves unpolarized. How large is the polarization per unit strain gradient, how does it depend on the permittivity, and what voltage goes with it?

\section*{Answer}

\subsection*{What is to be estimated}

Let $u(x)$ be the displacement of the material along $x$, $\varepsilon=du/dx$ the strain and $g=d\varepsilon/dx$ its gradient. I keep this one longitudinal component. It is not the deformation of a bent plate, where the imposed strain lies along the faces and varies through the thickness, so that other components of a tensor of coefficients enter. The estimate below uses only the atomic spacing and the elementary charge, so it does not distinguish the components. The models that follow describe the longitudinal coefficient, and what they give for it does not carry over to bending without further argument, as the section on the failure of the scaling shows. SI units are used, with atomic units for one atomic calculation.

Inversion through a point reverses the polarization $P$. It leaves $\varepsilon$ unchanged, because both $u$ and $x$ change sign, and it reverses $g$, which contains one more derivative. In a crystal with inversion symmetry, $P$ therefore cannot be proportional to $\varepsilon$, but it can be proportional to $g$.

For small $P$, $g$ and macroscopic field $E$, the part of the energy density that depends on $P$ is
\begin{equation}
h(P)=\frac{P^2}{2\varepsilon_0\chi}-f\,g\,P-E\,P .
\label{energy}
\end{equation}
The first term is the cost of polarizing a material of susceptibility $\chi$, the last is the energy in the field, and the middle one is the simplest coupling that symmetry allows. At given $E$ and $g$ the material settles where $dh/dP=0$:
\begin{equation}
\frac{P}{\varepsilon_0\chi}-f g-E=0
\quad\Longrightarrow\quad
P=\varepsilon_0\chi\,(E+f g).
\label{response}
\end{equation}
The strain gradient thus acts like an extra field $fg$. Since $g$ is in $\mathrm{m^{-1}}$ and $fg$ in $\mathrm{V/m}$, $f$ is a voltage, the flexocoupling voltage. At $E=0$, which means short-circuited electrodes, $P=\mu g$ with the flexoelectric coefficient
\begin{equation}
\mu=\varepsilon_0\chi f ,
\label{mu}
\end{equation}
in coulombs per metre. Equation (\ref{mu}) by itself only defines $f$. It becomes a scaling law if $f$ stays put when $\chi$ changes. So two things are needed: the size of $f$, and a reason why it should not follow $\chi$.

\subsection*{Kogan's estimate}

The estimate pushes the coupling term to the largest values that make sense in a solid with atomic spacing $a$.

The steepest conceivable gradient is a strain that changes by about one from one atom to the next, so $g\sim 1/a$. The largest polarization is a charge $e$ moved by $a$ in each volume $a^3$, so $P\sim ea/a^3=e/a^2$. At this extreme the crystal is torn up on the atomic scale, and the energy involved should be that which holds it together. This is the Coulomb energy $e^2/(4\pi\varepsilon_0a)$ in each volume $a^3$. Equating the coupling energy density to it gives
\begin{equation}
f\cdot\frac1a\cdot\frac{e}{a^2}\sim\frac{e^2}{4\pi\varepsilon_0a^4}
\quad\Longrightarrow\quad
|f|\sim\frac{e}{4\pi\varepsilon_0a},
\label{kogan}
\end{equation}
after multiplication by $a^3/e$. This is the potential of one elementary charge at one atomic distance. The linear law has been stretched to where it can hold at best roughly, so the numerical factor and the sign remain open.

Putting (\ref{kogan}) into (\ref{mu}), $\varepsilon_0$ cancels:
\begin{equation}
|\mu|\sim\varepsilon_0\chi\,\frac{e}{4\pi\varepsilon_0a}
=\frac{\chi}{4\pi}\,\frac ea .
\label{muscale}
\end{equation}
For typical atomic distances the two scales are
\begin{center}
\begin{tabular}{ccc}
$a$ (\AA) & $e/(4\pi\varepsilon_0a)$ (V) & $e/a$ (nC/m)\\
2 & 7.2 & 0.80\\
3 & 4.8 & 0.53\\
4 & 3.6 & 0.40
\end{tabular}
\end{center}
The voltage scale lies between 1 and 10~V for any $a$ between 14.4 and 1.44~\AA, which covers most distances between neighbouring atoms; the shortest bonds, such as 1.42~\AA\ in graphite or about 1~\AA\ to hydrogen, give 10 to 15~V.

The figure $e/a$, somewhat below one nanocoulomb per metre, is the size of $\mu$ when $\chi\approx4\pi\approx12.6$, close to the value used for silicon below. It is not a universal value. With $a=4$~\AA, (\ref{muscale}) gives 0.32~nC/m for $\chi=10$ and 32~nC/m for $\chi=1000$, provided that $f$ is the same in both. That proviso needs a mechanism.

\subsection*{Why the coupling voltage need not follow the permittivity}

Take a chain of ions A, with charge $-q$, and B, with charge $+q$, in alternation. The distance from A to the next A is $a$, and B sits halfway. Neighbours A and B are joined by springs $K_{AB}$, successive A ions by springs $K_{AA}$, and successive B ions by springs $K_{BB}$. The springs stand for all forces between the ions at zero macroscopic field. Many such chains side by side form a crystal with volume $v$ per pair of ions.

Let smooth functions $u_A(x)$ and $u_B(x)$ give the displacements of the two kinds of ion. For a uniform strain gradient,
\begin{equation}
u_A=\tfrac12 g x^2,\qquad u_B=\tfrac12 g x^2+w ,
\end{equation}
with a constant shift $w$ of B against A. Moving the B ions, of mean charge density $q/v$, by $u_B$ changes the mean charge density by $-d(qu_B/v)/dx$; the A ions contribute $+d(qu_A/v)/dx$. The sum has the form $-dP/dx$ with
\begin{equation}
P=\frac{q(u_B-u_A)}{v}=\frac{q w}{v}.
\label{dipole}
\end{equation}

Next come the forces. For any distance $s$,
\begin{equation}
\tfrac12g\left[(x+s)^2+(x-s)^2-2x^2\right]=g s^2 .
\label{second}
\end{equation}
An A ion has A neighbours at $s=a$, which pull it with $K_{AA}\,g a^2$. Its B neighbours are at $s=a/2$ and carry the extra shift $w$ each, so they pull with $K_{AB}(g a^2/4+2w)$. For a B ion the roles are exchanged and $w$ changes sign. The field adds $-qE$ on A and $+qE$ on B. Finally, the neighbours' forces do not cancel in a longitudinal gradient, so external loads $F_A$ and $F_B$ per ion must hold it in place. Equilibrium requires
\begin{align}
K_{AA}\,g a^2+K_{AB}\left(\tfrac14g a^2+2w\right)+F_A-qE&=0,\label{fa}\\
K_{BB}\,g a^2+K_{AB}\left(\tfrac14g a^2-2w\right)+F_B+qE&=0.\label{fb}
\end{align}
In the sum of the two, $w$ and $E$ drop out, and the total load follows:
\begin{equation}
F_A+F_B=-g a^2\left(K_{AA}+K_{BB}+\tfrac12K_{AB}\right).
\label{load}
\end{equation}
Subtracting (\ref{fa}) from (\ref{fb}) removes the common term $K_{AB}\,ga^2/4$:
\begin{equation}
(K_{BB}-K_{AA})\,g a^2-4K_{AB}w+F_B-F_A+2qE=0 .
\label{diff}
\end{equation}

Let the load first be shared equally, $F_A=F_B$. Solving (\ref{diff}) for $w$ and inserting it in (\ref{dipole}) gives
\begin{equation}
P=\underbrace{\frac{q^2}{2K_{AB}v}}_{\varepsilon_0\chi}E
+\underbrace{\frac{q a^2(K_{BB}-K_{AA})}{4K_{AB}v}}_{\mu}\,g .
\label{chainP}
\end{equation}
Both coefficients contain $1/K_{AB}$, because the same soft spring resists the shift $w$ whether a field or a gradient drives it. In the ratio it cancels:
\begin{equation}
f=\frac{\mu}{\varepsilon_0\chi}
=\frac{q a^2(K_{BB}-K_{AA})}{4K_{AB}v}\cdot\frac{2K_{AB}v}{q^2}
=\frac{a^2(K_{BB}-K_{AA})}{2q}.
\label{fchain}
\end{equation}
The gradient pulls on A and B with different forces because their springs to their own kind differ. If they were equal, $f$ would vanish here.

Kogan's scale reappears under one condition. If $K_{BB}-K_{AA}$ is of the size $e^2/(4\pi\varepsilon_0a^3)$ and $q\approx e$, (\ref{fchain}) gives $e/(4\pi\varepsilon_0a)$ times a factor of order one. The Coulomb forces between point charges do not supply this difference: they go as $q^2$ for A--A and for B--B alike and cancel in it. It comes from overlap, polarization and dispersion forces and can lie below the Coulomb scale. For isolated pairs of Na$^+$ ions and of Cl$^-$ ions 4~\AA\ apart, Hartree--Fock energies with diffuse basis functions on Cl$^-$ give spring constants that differ by 0.6 to 1~N/m, and second-order perturbation theory (MP2), which adds dispersion, raises the difference to about 2.5~N/m. In (\ref{fchain}) this amounts to between 0.3~V and a little over 1~V. The difference is a balance of overlap repulsion against polarization and dispersion, and without diffuse functions even its sign changes, so these figures are a rough guide only.

\subsection*{Numbers for the chain}

Choose $a=4$~\AA, $v=a^3=6.4\times10^{-29}\ \mathrm{m^3}$, $q=e$, $K_{AA}=4$~N/m and $K_{BB}=10$~N/m. The Coulomb scale $e^2/(4\pi\varepsilon_0a^3)$ is 3.6~N/m. The difference of 6~N/m is chosen to be of this order, so the few volts that follow are put in by that choice and are not a prediction for a material. Then
\begin{equation}
f=\frac{(4\times10^{-10}\,\mathrm m)^2\times 6\ \mathrm{N/m}}{2\times1.602\times10^{-19}\ \mathrm C}=3.0\ \mathrm V .
\end{equation}
For $K_{AB}=4$~N/m,
\begin{equation}
\varepsilon_0\chi=\frac{(1.602\times10^{-19}\ \mathrm C)^2}{2\times4\ \mathrm{N/m}\times6.4\times10^{-29}\ \mathrm{m^3}}
=5.01\times10^{-11}\ \mathrm{F/m},
\end{equation}
so $\chi=5.66$, and $\mu=\varepsilon_0\chi f=0.150$~nC/m. Softening the spring in two steps of ten gives
\begin{center}
\begin{tabular}{cccc}
$K_{AB}$ (N/m) & $\chi$ & $\mu$ (nC/m) & $f$ (V)\\
4 & 5.66 & 0.150 & 3.0\\
0.4 & 56.6 & 1.50 & 3.0\\
0.04 & 566 & 15.0 & 3.0
\end{tabular}
\end{center}
The susceptibility and the flexoelectric coefficient both grow a hundredfold, and the voltage stays where it was.

\subsection*{When the scaling fails}

The proportionality rests on how $\chi$ becomes large. If the charge is doubled instead, at fixed springs, (\ref{chainP}) shows that $\chi\propto q^2$ grows by 4 but $\mu\propto q$ only by 2. The voltage (\ref{fchain}) is halved, from 3.0 to 1.5~V. A comparison between two materials that differ in both charges and stiffness therefore need not follow $\mu\propto\chi$. The same holds if softening also alters $K_{BB}-K_{AA}$.

The sharing of the load matters too. Define
\begin{equation}
\lambda=\frac{F_B-F_A}{F_A+F_B}.
\end{equation}
By (\ref{load}), $F_B-F_A=-\lambda\,g a^2(K_{AA}+K_{BB}+\frac12K_{AB})$. In (\ref{diff}) this simply adds to $(K_{BB}-K_{AA})ga^2$, so (\ref{fchain}) becomes
\begin{equation}
f=\frac{a^2}{2q}\left[K_{BB}-K_{AA}-\lambda\left(K_{AA}+K_{BB}+\tfrac12K_{AB}\right)\right].
\label{flambda}
\end{equation}
If A carries twice the load of B, $\lambda=-1/3$, and $f=5.7$~V for $K_{AB}=4$~N/m and 5.3~V for $K_{AB}=0.04$~N/m. The voltage now depends on the soft spring through the term $\frac12\lambda K_{AB}$. This term matters little once it is small against the rest of the bracket, and $f$ tends to a finite limit as $K_{AB}\to0$. If B carries four times the load of A, $\lambda=0.6$, and for $K_{AB}=0.04$~N/m the bracket is $6-0.6\times14.02=-2.41$~N/m, so $f=-1.2$~V. Even the sign is reversed.

This is a real ambiguity of the longitudinal coefficient. In a long sound wave, for instance, the load is the inertial force, which neighbouring ions share in proportion to their masses. For the load sharings above, what survives is the scale, a few volts, and the growth of $\mu$ with $\chi$ near the soft limit. A near-cancellation in the bracket makes $f$ much smaller than the estimate. At $\lambda=(K_{BB}-K_{AA})/(K_{AA}+K_{BB})$, which is $3/7$ here, the bracket is $-\frac12\lambda K_{AB}$, so $f$ falls in proportion to $K_{AB}$ while $\mu$ and $w$ do not change at all.

The same cancellation occurs when a crystal of such springs is bent freely, with no load on the ions. If the A--A and B--B springs each form a single shell of neighbours and point in the same directions, the gradient pulls with $K_{AA}s$ on A, with $K_{BB}s$ on B and with $K_{AB}t$ on both, where $s$ and $t$ are geometric factors, each at most of order $ga^2$. Without load the sum vanishes, $(K_{AA}+K_{BB})s+2K_{AB}t=0$, so the driving force $(K_{BB}-K_{AA})s$ is itself proportional to $K_{AB}$ and cancels the $1/K_{AB}$ of the response. With the springs of the table in a rock-salt lattice of edge 4~\AA, those between like ions lying along the face diagonals, the coefficient for a plate bent into a cylinder is 0.033, 0.042 and 0.043~nC/m while $\chi$ grows a hundredfold, from 22.6 to 2265. A beam free to curve the opposite way across its width gives 0.024, 0.028 and 0.028~nC/m. The cancellation is special to the single shell. One further B--B spring of 1~N/m along the cube axes changes the three values for the plate to 0.010, $-0.21$ and $-2.5$~nC/m, so that $\mu$ follows $\chi$ again near the soft limit, with $f\approx-0.12$~V. The chain therefore explains $\mu\propto\chi$ for the longitudinal coefficient under load; whether and with what voltage it holds for a bent plate depends on forces that the chain leaves out.

Finally, at $E=0$ and given $g$ the shift $w$ grows as $1/K_{AB}$, exactly for equal loads and near the soft limit otherwise, apart from the cancelling case just described. For a soft enough spring the short-circuit shift leaves the range in which the forces are linear, and the result no longer applies. At open circuit, treated next, $P=-\varepsilon_0E$ stays bounded and $w$ saturates instead.

\subsection*{What voltage appears}

In a wide plate without electrodes or free charge, the displacement field $D=\varepsilon_0E+P$ vanishes. With (\ref{response}),
\begin{equation}
\varepsilon_0E+\varepsilon_0\chi(E+f g)=0
\quad\Longrightarrow\quad
E=-\frac{\chi}{1+\chi}\,f g .
\label{open}
\end{equation}
For large $\chi$ this tends to $-fg$. In the chain with equal loads and $g=1\ \mathrm{m^{-1}}$, the field is $-2.55$, $-2.94$ and $-2.99$~V/m for the three springs of the table. At fixed $f$, a high permittivity thus increases the short-circuit polarization in proportion, but the open-circuit field saturates.

Across a thickness $t$ the potential changes by
\begin{equation}
\Delta\phi=-E t=\frac{\chi}{1+\chi}\,f\,g t
=\frac{\chi}{1+\chi}\,f\,\Delta\varepsilon ,
\end{equation}
where $\Delta\varepsilon=gt$ is the strain difference between the faces. So $f$ is a voltage per unit strain difference, and real strain differences are small. A plate 1~mm thick with $g=1\ \mathrm{m^{-1}}$ has $\Delta\varepsilon=10^{-3}$. With $f=3.6$~V, Kogan's value for $a=4$~\AA, the potential difference inside it is about 3.6~mV for large $\chi$. This presumes that $f$ for the deformation at hand has Kogan's size; the single-shell rock-salt lattice above, bent to the same strain difference, gives only 0.16, 0.021 and 0.002~mV. The 1 to 10~V of the estimate are not what a bent plate delivers.

\subsection*{A case without ionic charges: silicon}

The two atoms in the primitive cell of silicon are exchanged by inversion, so they carry equal effective charges. Since these must add up to zero, each is zero, and the mechanism of the chain is absent. The electron clouds still respond to a gradient, and a crude model gives the size: each atom carries its free-atom cloud along rigidly, as a neutral sphere.

Consider one electron spread over a shell of radius $r$, together with one charge $+e$ of the nucleus. Outside the shell the potential is zero. At a distance $r'<r$ it is $\frac{e}{4\pi\varepsilon_0}(\frac1{r'}-\frac1r)$. Its integral over space is
\begin{equation}
\frac{e}{4\pi\varepsilon_0}\int_0^r4\pi r'^2\left(\frac1{r'}-\frac1r\right)dr'
=\frac{e}{\varepsilon_0}\left(\frac{r^2}{2}-\frac{r^2}{3}\right)
=\frac{e r^2}{6\varepsilon_0}.
\end{equation}
Summing over all electrons and dividing by the volume $v_{\rm at}$ per atom gives the mean potential inside the crystal, relative to the outside of the neutral atoms:
\begin{equation}
\phi_0=\frac{e\langle r^2\rangle}{6\varepsilon_0v_{\rm at}} ,
\end{equation}
where $\langle r^2\rangle$ is summed over the electrons of one atom. A slowly varying strain changes the volume per atom to $v_{\rm at}(1+\varepsilon)$ and dilutes the potential:
\begin{equation}
\phi=\frac{\phi_0}{1+\varepsilon}\approx\phi_0(1-\varepsilon),
\qquad E=-\frac{d\phi}{dx}=\phi_0\,g .
\label{rigid}
\end{equation}
The model contains no free charge, so this is the open-circuit field. Real silicon has carriers, which screen a static field beyond a Debye length, roughly 30~$\mu$m in intrinsic material at room temperature and 0.1~$\mu$m at a doping of $10^{15}\ \mathrm{cm^{-3}}$, so the result describes the insulating response and not the field inside a thick wafer. Equation (\ref{open}) with $f=\mu/(\varepsilon_0\chi)$ and $\varepsilon_r=1+\chi$ reads $E=-\mu g/(\varepsilon_0\varepsilon_r)$. Comparison with (\ref{rigid}) yields
\begin{equation}
\mu=-\varepsilon_0\varepsilon_r\phi_0,\qquad
f=\frac{\mu}{\varepsilon_0\chi}=-\frac{\varepsilon_r}{\chi}\,\phi_0 .
\end{equation}
Here too $\mu$ grows with the permittivity while $\phi_0$ depends on the atoms and their density alone. The model assumes that the clouds are rigid under open-circuit conditions, and it ignores the charge gathered in the bonds. In silicon about three quarters of $\langle r^2\rangle$ comes from beyond half the bond length, where neighbouring clouds overlap, so these assumptions bear on most of the result.

An unrestricted Hartree--Fock calculation for the free atom in its triplet state, in the cc-pVTZ basis, gives $\langle r^2\rangle=31.9$ squared bohr. A cubic cell of roughly 5.4~\AA\ with eight atoms has $v_{\rm at}=132.8$ cubic bohr. In atomic units $1/\varepsilon_0=4\pi$, so
\begin{equation}
\phi_0=\frac{4\pi}{6}\times\frac{31.9}{132.8}=0.503\ \text{hartree}/e=13.7\ \mathrm V .
\end{equation}
With a rough $\varepsilon_r=12$,
\begin{align}
\mu&=-8.85\times10^{-12}\,\mathrm{F/m}\times12\times13.7\ \mathrm V\approx-1.5\ \mathrm{nC/m},\\
f&=-\tfrac{12}{11}\times13.7\ \mathrm V\approx-15\ \mathrm V .
\end{align}
Kogan's scales at the bond length that this cell implies, $\sqrt3/4$ of its edge or 2.34~\AA, are 0.69~nC/m and 6.2~V. The model exceeds them by factors of 2.1 and 2.4. The closer inputs 5.431~\AA\ and $\varepsilon_r=11.7$ shift the results to $\phi_0=13.5$~V, $\mu=-1.4$~nC/m and $f=-14.7$~V. Diffuse basis functions raise $\langle r^2\rangle$, and with it the size of all three, by about 1\%. The coefficient is indeed of order one nanocoulomb per metre, while the voltage falls somewhat above the range of 1 to 10~V. That range comes from an estimate with an open numerical factor, so it is an order of magnitude and not a bound, and a model this crude fixes the value for real silicon no more closely than that.

The silicon model also shows what a bulk coefficient leaves out. Neutral spheres produce no potential outside the crystal, so a slab of them, however strained, has the same potential on both sides. The interior potential does vary by $-\phi_0\Delta\varepsilon$ from face to face, but the steps at the two surfaces, each equal to the local $\phi_0(1-\varepsilon)$, differ by just this amount and cancel it. Surfaces can therefore contribute as much as the bulk, and the voltage measured between the faces of a bent plate requires both.
